# Comment on reading a Schottky barrier from a fixed-bias Arrhenius slope

## The argument under review

The argument concerns a metal contact on n-type silicon. The forward current density $J$ is recorded at a fixed bias of 0.20 V at several temperatures $T$, and $\ln(J/T^2)$ is plotted against $1/(k_BT)$. The points fall on a straight line. The argument then runs as follows.

"Thermionic emission gives a current proportional to $T^2\exp(-\phi/k_BT)$, where $\phi$ is the barrier. The applied bias multiplies this by some factor. Since the bias was held fixed, that factor is a constant, and a constant shifts a logarithmic plot without tilting it. Minus the slope is therefore $\phi$. Two facts support this reading: the line is straight, and its intercept gives a reasonable Richardson constant."

The first sentence is right for an ideal diode. The step that needs examination is the claim that a fixed bias supplies a fixed factor. I derive the current, differentiate it, and apply the argument to a model diode whose barrier is known beforehand.

## What the bias does to the electrons

I use atomic units in the algebra, $\hbar=m_e=e=1$, so that a voltage $V$ is also the energy an electron gains from it. I write $\beta=1/(k_BT)$ and count $V$ and $J$ positive in the forward direction. Energies are measured from the Fermi level of the metal, and $\phi$ is the height of the barrier top above that level. For the ideal diode, $\phi$ depends on neither temperature nor bias and is the same over the whole contact. $V$ is the voltage across the junction itself.

Forward bias raises the Fermi level of the semiconductor's electrons by $V$ relative to the metal. Metal electrons still need the energy $\phi$ to reach the top, whereas semiconductor electrons, counted from their own Fermi level, need $\phi-V$.

In thermionic emission every electron that reaches the top moving towards the other side crosses, and none below the top does. Take $x$ along the contact normal, pointing from semiconductor to metal. One conduction valley with masses $m_x,m_y,m_z$ then contributes

$$
J_1=2\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,\frac{k_x}{m_x}\,\bigl[f(E-V)-f(E)\bigr],
$$

$$
E=\phi+\frac{k_x^2}{2m_x}+\frac{k_y^2}{2m_y}+\frac{k_z^2}{2m_z},\qquad f(E)=\frac{1}{e^{\beta E}+1}.
$$

The factor 2 counts spin, and $k_x/m_x$ is the velocity along the normal. The first occupation describes electrons arriving from the semiconductor. The second describes the opposite flux from the metal. The two fluxes must cancel at $V=0$, and the metal flux does not change with $V$ because $\phi$ does not.

If $\beta(\phi-V)\gg1$, and $\beta\phi\gg1$ as well, both occupations are small and the 1 in their denominators can be dropped:

$$
f(E-V)-f(E)\simeq e^{-\beta(E-V)}-e^{-\beta E}=e^{-\beta E}\left(e^{\beta V}-1\right).
$$

The integral now separates. With $\varepsilon=k_x^2/2m_x$ and $d\varepsilon=k_x\,dk_x/m_x$,

$$
\int_0^\infty dk_x\,\frac{k_x}{m_x}e^{-\beta k_x^2/2m_x}=\int_0^\infty d\varepsilon\,e^{-\beta\varepsilon}=\frac1\beta ,
$$

while each transverse direction gives a Gaussian integral,

$$
\int_{-\infty}^{\infty}dk_y\,e^{-\beta k_y^2/2m_y}=\sqrt{\frac{2\pi m_y}{\beta}} .
$$

Multiplying the three integrals by $2/(2\pi)^3$ gives

$$
\frac{2}{8\pi^3}\cdot\frac1\beta\cdot\frac{2\pi\sqrt{m_ym_z}}{\beta}=\frac{\sqrt{m_ym_z}}{2\pi^2\beta^2}.
$$

Silicon has six valleys. On a (100) surface two have their long axis along the normal, so that $\sqrt{m_ym_z}=m_t$. The other four lie in the plane and have $\sqrt{m_ym_z}=\sqrt{m_lm_t}$. The sum is

$$
J=A\,T^2e^{-\beta\phi}\left(e^{\beta V}-1\right),\qquad A=\frac{k_B^2}{2\pi^2}\left(2m_t+4\sqrt{m_lm_t}\right).
$$

For $m_l=0.92$ and $m_t=0.19$ the bracket is 2.052, and $A=246.6$ A/cm²K².

The factor due to the bias is $e^{\beta V}-1$. Holding $V$ fixed does not hold $\beta V$ fixed, and this is where the argument fails.

## The slope, with its limits

Take the logarithm for $V>0$:

$$
\ln\frac{J}{T^2}=\ln A-\beta\phi+\ln\left(e^{\beta V}-1\right).
$$

Define the slope energy $E_a$ as minus the derivative with respect to $\beta$ at fixed $V$. The last term has the derivative

$$
\frac{V e^{\beta V}}{e^{\beta V}-1}=\frac{V}{1-e^{-\beta V}},
$$

where numerator and denominator were multiplied by $e^{-\beta V}$. Hence

$$
E_a=\phi-\frac{V}{1-e^{-\beta V}} .
$$

For $V<0$ one plots $|J|$, and the last logarithm becomes $\ln(1-e^{\beta V})$. Its derivative, $-Ve^{\beta V}/(1-e^{\beta V})$, is the same expression, so the formula covers both directions.

**Strong forward bias.** When $\beta V\gg1$ the exponential in the denominator vanishes and

$$
E_a\simeq\phi-V .
$$

The slope energy is the barrier minus the applied electron energy, which is the height that the semiconductor's electrons have to climb from their own Fermi level. This holds only while the bias is below flat band, so that the barrier top still lies above the conduction band edge in the bulk; for the model diode below, flat band is reached at 0.45 V at 320 K and 0.51 V at 240 K.

**Strong reverse bias.** With $V=-|V|$ the formula reads $E_a=\phi-|V|/(e^{\beta|V|}-1)$, which tends to $\phi$. The current is then carried by metal electrons, whose climb is the full barrier. In this regime of the ideal diode the reading under review is correct.

**Vanishing bias.** For small $\beta V$, $1-e^{-\beta V}\simeq\beta V(1-\beta V/2)$, so that

$$
E_a\simeq\phi-\frac{1}{\beta}\left(1+\frac{\beta V}{2}\right)=\phi-k_BT-\frac V2 .
$$

Even at $V\to0$ the slope energy differs from $\phi$, by $k_BT$. The reason is that the current becomes $J\simeq AT^2e^{-\beta\phi}\beta V$, and the extra factor $\beta$ contributes $-1/\beta$ to $E_a$.

Division by $T^2$ also matters. Since $\ln J=\ln(J/T^2)+2\ln T$ and $\ln T=-\ln\beta+\text{const}$, a plot of $\ln J$ alone has a slope energy larger by $2/\beta=2k_BT$.

## The argument applied to a known barrier

The model diode has $\phi=0.67$ eV and a doping of $N=10^{16}$ cm⁻³, rough values for a nickel silicide contact on n-type silicon. Its currents were obtained by numerical integration of the wave-vector integral with the full Fermi-Dirac occupations. As a test, they were compared with the closed formula at 240, 260, 280, 300 and 320 K for biases of −0.20, 0.05 and 0.20 V, and agreed within one part in $10^6$.

At $V=0.20$ V the two ends of the plot are

- 240 K: $\beta=48.352$ eV⁻¹, $\ln(J/T^2)=-17.218$;
- 320 K: $\beta=36.264$ eV⁻¹, $\ln(J/T^2)=-11.537$,

with $J$ in A/cm² and $T$ in K. The slope energy between them is

$$
\frac{-11.537-(-17.218)}{48.352-36.264}\ \text{eV}=\frac{5.681}{12.088}\ \text{eV}=0.470\ \text{eV}.
$$

A straight-line fit to all five temperatures gives 0.4699 eV. The argument would report a barrier of 0.47 eV for a diode built with 0.67 eV. The difference is the bias.

At 280 K, where $k_BT=0.0241$ eV, the local slope energy follows the limits derived above:

- at −0.20 V it is 0.6699 eV, close to $\phi$;
- at 0.001 V it is 0.6454 eV, which is $0.67-0.0241-0.0005$ eV;
- at 0.20 V it is 0.4699 eV, and without division by $T^2$ it rises to 0.5182 eV, larger by $2k_BT$.

The misreading has a large effect on the saturation current $J_s=AT^2e^{-\beta\phi}$. At 300 K the true value is $1.23\times10^{-4}$ A/cm². Using the fitted 0.4699 eV as the barrier gives 0.283 A/cm², too large by a factor of about 2300. This wrong value nearly equals the forward current at 0.20 V, 0.282 A/cm². It has to, because the fitted energy lies within $10^{-4}$ eV of $\phi-V$, and $AT^2e^{-\beta(\phi-V)}$ is the forward current apart from the small subtraction of 1.

## Why the supporting evidence does not help

In forward bias one may write

$$
\ln\frac{J}{T^2}=\ln A-\beta(\phi-V)+\ln\left(1-e^{-\beta V}\right).
$$

The last term is small for $\beta V\gg1$. What remains is a straight line in $\beta$ with slope $-(\phi-V)$ and intercept $\ln A$. Straightness therefore shows only that the slope energy is nearly constant over the range. It does not identify that energy as $\phi$.

The intercept does not discriminate either. In the straight part the bias enters multiplied by $\beta$, so it drops out when the line is extrapolated to $\beta=0$. This holds for $\beta V\gg1$ only: the neglected last term diverges as $\beta V\to0$, and at 0.05 V the fitted prefactor is already down to 161 A/cm²K². The fit gives a prefactor of 246.0 A/cm²K², against 246.6 put into the model; the small deficit comes from the neglected last term. A correct Richardson constant is thus compatible with a slope energy that misses the barrier by 0.20 eV.

A different error would be to identify $\phi-V$ with the band bending $\psi$, the height of the barrier top above the conduction band edge in the bulk. If that edge lies $\zeta$ above the semiconductor's Fermi level, then $\psi=\phi-V-\zeta$. At 280 K and 0.20 V, $\psi=0.281$ eV, well below 0.47 eV.

One might expect $\psi$ in the slope, since the electron density at the top is $Ne^{-\beta\psi}$. But $\zeta$ depends on temperature. For nondegenerate electrons $N=N_ce^{-\beta\zeta}$, where $N_c$ is the effective density of band states, and therefore

$$
Ne^{-\beta\psi}=N_ce^{-\beta\zeta}e^{-\beta(\phi-V-\zeta)}=N_ce^{-\beta(\phi-V)} .
$$

The energy $\zeta$ cancels. With $N_c\propto T^{3/2}$ and a thermal velocity proportional to $T^{1/2}$, the prefactor $T^2$ also reappears.

## How the same data can yield the barrier

The simplest correction is to add the bias: $0.4699+0.20=0.6699$ eV. This requires $\beta V\gg1$.

Alternatively, the plot can be repeated at several biases. At 0.10, 0.15, 0.20 and 0.25 V the fitted slope energies are 0.5684, 0.5197, 0.4699 and 0.4200 eV. A straight line through these four values has a slope of −0.990 eV/V and reaches 0.6678 eV at zero bias. The result is about 0.002 eV low because the lowest bias is not quite in the strong forward regime. There the formula contains the further term

$$
\frac{V}{1-e^{-\beta V}}-V=\frac{V}{e^{\beta V}-1},
$$

which for 0.10 V at 280 K is $0.10/(e^{4.14}-1)\approx0.0016$ eV.

The third correction removes the approximation. Dividing each current by $e^{\beta V}-1$ before plotting leaves $AT^2e^{-\beta\phi}$, and the fit returns 0.6700 eV.

If the barrier rises linearly with bias, $\phi=\phi_0+(1-1/n)V$ with a temperature-independent ideality factor $n$, then in strong forward bias

$$
E_a\simeq\phi_0+V-\frac Vn-V=\phi_0-\frac Vn .
$$

For $\phi_0=0.67$ eV, $n=1.05$ and $V=0.20$ V the fit gives 0.4795 eV. Adding $V$ now yields the barrier at the working bias, 0.6795 eV, while adding $V/n$ yields $\phi_0$.

## What changes in a real contact

Real silicide contacts depart from the ideal diode. I have sized six effects for the same diode at 0.20 V between 240 and 320 K, each introduced alone. The shifts refer to the ideal fitted energy of 0.4699 eV.

*Barrier falling with temperature.* Let $\phi(T)=\phi_{300}-a(T-300\ \text{K})$. Since $\beta T=1/k_B$,

$$
\beta\phi(T)=\beta\left(\phi_{300}+a\cdot300\ \text{K}\right)-\frac{a}{k_B}.
$$

The last term is constant and goes into the intercept. The slope contains the barrier extrapolated linearly to zero temperature. For an assumed $a=2.5\times10^{-4}$ eV/K, roughly the rate at which the silicon gap shrinks near room temperature, the shift is +0.075 eV. The intercept then no longer gives $A$: it is multiplied by $e^{a/k_B}\approx18$.

*Uneven barrier.* Suppose independent patches have a Gaussian distribution of barriers with mean $\bar\phi$ and width $\sigma$. Independence requires patches large compared with the depletion width, about 190 nm here. Completing the square in the average gives $\langle e^{-\beta\phi}\rangle=e^{-\beta\bar\phi+\beta^2\sigma^2/2}$, so the local slope energy falls by $\beta\sigma^2$. An assumed $\sigma=0.03$ eV gives $41.4\times0.0009\approx0.037$ eV at 280 K; the fit over the whole range shifts by −0.038 eV.

*Image force.* In a field $F$ and permittivity $\epsilon_r$, the electron energy near the contact is $-Fx-1/(4\epsilon_rx)$, with $x$ here the distance from the metal. Setting the derivative to zero gives $x_m=1/(2\sqrt{\epsilon_rF})$. Each term then equals $-\tfrac12\sqrt{F/\epsilon_r}$, and the top is lowered by $\Delta=\sqrt{F/\epsilon_r}$. At 280 K, $F=2.95\times10^4$ V/cm, $x_m=3.2$ nm and $\Delta=0.019$ eV. The fitted shift is larger, −0.023 eV. Differentiating $\beta\Delta$ shows why: it contributes $-\Delta+T\,d\Delta/dT$ to the slope energy. On warming, $\zeta$ grows, so the band bending, the field and $\Delta$ all fall, and the second term is negative too.

*Tunnelling near the top.* For a parabolic top of frequency $\omega$, the transmission at energy $\varepsilon$ relative to the top is $1/(1+e^{-2\pi\varepsilon/\omega})$. With $u=e^{2\pi\varepsilon/\omega}$ and $s=\beta\omega/2\pi<1$, the current is multiplied by

$$
\int_{-\infty}^{\infty}\frac{\beta e^{-\beta\varepsilon}\,d\varepsilon}{1+e^{-2\pi\varepsilon/\omega}}=s\int_0^\infty\frac{u^{-s}\,du}{1+u}=\frac{\pi s}{\sin\pi s}=\frac{\beta\omega/2}{\sin(\beta\omega/2)} .
$$

With the light transverse mass used for all valleys, the factor is 1.054 at 280 K and the shift is −0.003 eV. These numbers belong to the parabola alone. The image potential varies on the scale of the electron wavelength, and electrons above the top are partly reflected at the metal side, which the parabola omits. If the image potential is cut off at a flat floor 0.67 to 5 eV below the unlowered top, with the same mass on both sides, the factor becomes 0.55 to 0.27 and the shift +0.005 to +0.008 eV. The shift stays below 0.01 eV in these cases, but its sign and the current factor depend on how the metal side is described. Heavier doping raises the field and with it $\omega$; at $10^{18}$ cm⁻³ and 280 K, $s$ exceeds 1 and the formula no longer applies.

*Series resistance.* A 5000 nm layer of this doping, with a mobility of 1200 cm²/Vs, has $2.6\times10^{-4}$ Ω cm². At 320 K the current of about 1 A/cm² drops 0.26 mV across it, and the shift is −0.0007 eV. Substrate and back contact are not included and would add to this: a total of $5\times10^{-3}$ Ω cm² shifts the fit by −0.011 eV, and $2.5\times10^{-2}$ Ω cm² by −0.040 eV. Series resistance also spoils the corrections above if the applied voltage is used in place of the junction voltage: with $5\times10^{-3}$ Ω cm² the four-bias line has a slope of about −1.3 eV/V and extrapolates to 0.70 eV, and division by $e^{\beta V}-1$ returns 0.659 eV.

*Finite drift velocity.* If the depletion region delivers electrons at no more than $v_D$, the current is multiplied by $1/(1+v_R/v_D)$ with $v_R=AT^2/N_c$. For $v_R=4.9\times10^6$ cm/s at 280 K and a rough $v_D=10^7$ cm/s, the current falls by a third. With $v_D$ held independent of temperature, the slope energy shifts by only −0.004 eV, because the factor varies slowly with temperature. A $v_D$ that falls on warming enlarges the shift: to between −0.006 and −0.011 eV if $v_D$ follows the saturation velocity or the mobility times the field, and to about −0.02 eV if the assumed $10^7$ cm/s itself falls as $T^{-2.4}$.

For the assumed values the magnitudes add up to 0.144 eV, less than the 0.20 eV error of the argument, and with their signs the shifts nearly cancel. Both statements result from the assumed $a$ and $\sigma$ and should not be relied upon. The shift from the uneven barrier grows as $\sigma^2$: for $\sigma=0.05$ eV the magnitudes add up to 0.21 eV, and for $\sigma=0.07$ eV this shift alone is as large as the bias. So wide a spread would show in the plot: the local slope energy runs from 0.24 to 0.29 eV over the range, and the fitted prefactor falls to about 3 A/cm²K². Degeneracy is negligible here, since $N/N_c=3.6\times10^{-4}$ at 300 K. Recombination in the depletion region and leakage at the contact edge have not been sized.

The first two effects also limit what the corrected number means. After the bias has been added back, a barrier that falls with temperature as assumed would appear as about 0.745 eV, although it is 0.67 eV at 300 K. The corrected slope energy should therefore be reported together with the bias, the temperature range and the assumed temperature dependence of the barrier. The numerical output below lists the values for the ideal diode and for the six effects at their first assumed parameters; it does not list the variants with a flat floor, larger resistance, falling $v_D$, wider spread or heavier doping.

## Computed results

```
barrier 0.67 eV, bias 0.20 V, doping 1e+16 cm^-3
masses: longitudinal 0.92, transverse 0.19 (electron masses)
mass sum 2.052; Richardson constant 246.6 A/cm2K2
T 240 K: beta 48.352 1/eV, J 1.918e-03 A/cm2, ln(J/T^2) -17.218
T 260 K: beta 44.633 1/eV, J 1.293e-02 A/cm2, ln(J/T^2) -15.470
T 280 K: beta 41.445 1/eV, J 6.709e-02 A/cm2, ln(J/T^2) -13.971
T 300 K: beta 38.682 1/eV, J 2.821e-01 A/cm2, ln(J/T^2) -12.673
T 320 K: beta 36.264 1/eV, J 9.997e-01 A/cm2, ln(J/T^2) -11.537
thermal energy at 280 K: 0.0241 eV
local slope energy at 280 K, V -0.200 V: 0.6699 eV
local slope energy at 280 K, V +0.001 V: 0.6454 eV
local slope energy at 280 K, V +0.050 V: 0.6128 eV
local slope energy at 280 K, V +0.100 V: 0.5684 eV
local slope energy at 280 K, V +0.200 V: 0.4699 eV
same at 0.20 V without division by T^2: 0.5182 eV
fitted slope energy 0.4699 eV; phi - V 0.4700 eV
fitted prefactor 246.0 A/cm2K2
saturation current at 300 K: true 1.233e-04 A/cm2, slope taken as barrier 2.828e-01 A/cm2
overestimate of saturation current: factor 2295
fitted slope energy at 0.10 V: 0.5684 eV
fitted slope energy at 0.15 V: 0.5197 eV
fitted slope energy at 0.20 V: 0.4699 eV
fitted slope energy at 0.25 V: 0.4200 eV
change of slope energy with bias -0.990 eV/V; extrapolated to zero bias 0.6678 eV
after division by exp(beta V)-1: 0.6700 eV
ideality factor 1.05: fitted slope energy 0.4795 eV
assumed: barrier coefficient 2.5e-04 eV/K, spread 0.03 eV
assumed: permittivity 11.7, mobility 1200 cm2/Vs, drift velocity 1e+07 cm/s
layer 5000 nm, series resistance 2.60e-04 ohm cm2
doping / band states at 300 K: 3.6e-04
at 280 K: band bending 0.281 eV, field 2.95e+04 V/cm
at 280 K: image lowering 0.0191 eV, top at 3.23 nm
at 280 K: tunnelling current factor 1.054
at 280 K: emission velocity 4.88e+06 cm/s
series voltage drop at 320 K: 2.58e-04 V
shift of fitted energy, barrier falling with T: +0.0750 eV
shift of fitted energy, Gaussian barrier spread: -0.0381 eV
shift of fitted energy, image-force lowering: -0.0228 eV
shift of fitted energy, tunnelling near the top: -0.0034 eV
shift of fitted energy, series resistance: -0.0007 eV
shift of fitted energy, finite drift velocity: -0.0039 eV
sum of shift magnitudes: 0.144 eV
```
